# Oxygen Density at Which Half the Argon Ions Transfer Their Charge

**Question.** In an argon–oxygen discharge an argon ion can lose its charge to an oxygen molecule before it reaches a wall. The rate coefficient of this reaction is $k=5\times10^{-17}\ \mathrm{m^3/s}$, and the wall-loss frequency of the ions is $\nu_w=5\times10^{4}\ \mathrm{s^{-1}}$. At what density of O$_2$ are half the argon ions converted, how does this density scale, and how far can it be trusted?

**Answer.**

## Two competing losses

The reaction is

$$
\mathrm{Ar^+ + O_2 \rightarrow Ar + O_2^+}.
$$

Let $n$ be the density of O$_2$ molecules. It is taken as uniform and constant in time, which assumes that the supply of oxygen makes up for what the reaction uses. Each argon ion then transfers its charge at the constant frequency $kn$.

The wall-loss frequency $\nu_w$ is defined here as the inverse of the mean time an ion would take to reach the wall if it were not converted. It refers to the gas mixture actually present, oxygen included. For the given value this mean time is $1/\nu_w=20\ \mathrm{\mu s}$.

A global model treats wall loss as a first-order process: every ion has the same chance per unit time of being lost, whatever its age. Whether that is justified is examined below. With this assumption, and with no other losses, a batch of $N_0$ argon ions created at $t=0$ obeys

$$
\frac{dN}{dt}=-(kn+\nu_w)N,\qquad N(t)=N_0e^{-(kn+\nu_w)t}.
$$

Conversions occur at the rate $knN$. Their total number, divided by the initial number of ions, is the converted fraction

$$
f=\frac{1}{N_0}\int_0^\infty knN\,dt
=kn\int_0^\infty e^{-(kn+\nu_w)t}dt
=\frac{kn}{kn+\nu_w}.
$$

Setting $f=1/2$ gives $2kn=kn+\nu_w$, hence $kn=\nu_w$ and

$$
n_{1/2}=\frac{\nu_w}{k}
=\frac{5\times10^{4}\ \mathrm{s^{-1}}}{5\times10^{-17}\ \mathrm{m^3/s}}
=1\times10^{21}\ \mathrm{m^{-3}}.
$$

The same condition holds in a steady discharge. If $G$ argon ions are created per second, the balance is $G=(kn+\nu_w)N$, and the fraction of $G$ that ends in charge transfer is again $knN/G=kn/(kn+\nu_w)$. At half conversion $N=G/(2\nu_w)$, which is half the number of argon ions present without conversion at the same $G$ and $\nu_w$.

This statement concerns the fate of argon ions, not the composition of the plasma. Electrons also ionize O$_2$ directly, which adds O$_2^+$ ions that were never Ar$^+$.

## Scaling, and the size in pressure units

The half-conversion density is proportional to $\nu_w$ and inversely proportional to $k$. For any other target fraction, solving $f(kn+\nu_w)=kn$ for $n$ gives

$$
n_f=\frac{\nu_w}{k}\,\frac{f}{1-f}.
$$

At low density $f\simeq kn/\nu_w$, so conversion grows linearly with the oxygen density. At high density the unconverted part falls as $1-f\simeq\nu_w/(kn)$, which is slow. The converted fraction is 0.09 at $10^{20}\ \mathrm{m^{-3}}$, 0.33 at half the half-conversion density, 0.67 at twice that density, and 0.91 at $10^{22}\ \mathrm{m^{-3}}$. A hundredfold change in density is needed to go from about 9% to about 91%.

The effect of a small relative error in density follows by differentiation:

$$
\frac{df}{d\ln n}=n\,\frac{k\nu_w}{(kn+\nu_w)^2}=f(1-f),
$$

which is largest at $f=1/2$, where it equals $1/4$. Near half conversion, a 10% error in density therefore moves the converted fraction by about 0.025. Far from half conversion the effect is smaller.

To express the density as a partial pressure, a gas temperature is needed. At $T_g=400\ \mathrm{K}$, a rough value for gas warmed by a discharge,

$$
p_{\mathrm{O_2}}=n_{1/2}k_BT_g=5.5\ \mathrm{Pa}=41\ \mathrm{mTorr}.
$$

At 300 K the same density corresponds to 4.1 Pa, or 31 mTorr. The reaction depends on density, so a pressure alone does not fix the conversion.

## Why the answer does not contain ln 2

Suppose that every ion stayed in the plasma for the same time $\tau=1/\nu_w$. The chance of escaping conversion during that time would be $e^{-kn\tau}$, and half conversion would require $kn\tau=\ln2$. The density would be $0.69\times10^{21}\ \mathrm{m^{-3}}$, about 31% below the first-order result, although the mean residence time is the same.

The difference comes from the spread of residence times. Let $t$ be the time an ion would spend in the plasma if it were not converted, and let angle brackets denote the average over all ions created. Then

$$
f=1-\left\langle e^{-knt}\right\rangle .
$$

For exponentially distributed times, with probability density $\nu_we^{-\nu_wt}$, the average is $\nu_w/(\nu_w+kn)$, and the first-order result returns.

The fixed-time result is a lower bound. The function $e^{-knt}$ is convex in $t$, so Jensen's inequality gives $\langle e^{-knt}\rangle\ge e^{-kn\tau}$, where $\tau=\langle t\rangle$. At half conversion the left side is $1/2$, and therefore

$$
\frac12\ge e^{-kn\tau}
\quad\Longrightarrow\quad
n\ge\frac{\ln2}{k\tau}=\ln 2\,\frac{\nu_w}{k}.
$$

No corresponding upper bound follows from the mean alone. If more than half the ions were created at the wall and left at once, no oxygen density could convert half of them, however long the others stayed. The first-order answer thus needs a reason why the times should be exponentially distributed.

## When residence times are exponential

Consider a symmetric slab with midplane $x=0$ and walls at $x=\pm h$. Let $n_p(x)$ be the total positive-ion density. Assume a steady flow in which all positive ions at a given position share the velocity $u(x)$, and assume that ionization, of argon as well as in total, is proportional to $n_p$. Charge transfer changes the type of ion but not the total number. With volume recombination neglected, continuity for the total density reads

$$
\frac{d(n_pu)}{dx}=\nu_wn_p.
$$

The constant here is indeed the inverse mean residence time, because integration over the slab makes it the total wall flux divided by the total number of ions.

Define $M(x)=\int_0^x n_p\,dx'$. Symmetry requires $u(0)=0$, so integrating from the midplane gives $n_pu=\nu_wM$. Along the path of an ion,

$$
\frac{dM}{dt}=\frac{dM}{dx}\frac{dx}{dt}=n_pu=\nu_wM.
$$

An ion born where $M=M_0$ reaches the wall, where $M=M_w$, after

$$
t=\frac{1}{\nu_w}\ln\frac{M_w}{M_0}.
$$

The probability of birth between $x$ and $x+dx$ is $n_p\,dx/M_w=dM/M_w$. The ratio $M_0/M_w$ is therefore uniformly distributed between 0 and 1. The time exceeds a value $T$ when this ratio is smaller than $e^{-\nu_wT}$, so the probability is

$$
P(t>T)=e^{-\nu_wT}.
$$

This is the exponential distribution. The density profile has dropped out. Ions created near the midplane stay long and those created near the wall leave soon, and the births are distributed so that the mixture of times is exponential.

As a numerical test, ion trajectories were followed in the half slab $0\le x\le1$, with $x$ in units of $h$, for three profiles (the other half is the mirror image): $\cos(1.4x)$, $1-0.8x^4$, and $1+0.5\sin(5x)$. For $kn/\nu_w=0.3$, 1 and 4, the unconverted fraction agreed with $1/(1+kn/\nu_w)$ to within $10^{-4}$ in every case.

## A source that does not follow the plasma density

The proportionality between ionization and ion density can fail when energetic electrons travel across the whole gap before they ionize. A useful second case is a uniform source: $S$ ions are created per unit volume and time at every position. The flux is then $n_pu=Sx$.

The flow law follows from two force balances. Electrons in Boltzmann equilibrium, with their density equal to $n_p$, set up the field $E=-T_e\,n_p'/n_p$, where $T_e$ is the electron temperature in volts. An ion of mass $m$ that loses momentum in collisions at the frequency $\nu_{in}$ drifts at $u=eE/(m\nu_{in})$, if its inertia and thermal pressure are neglected. Together,

$$
u=-D\frac{n_p'}{n_p},\qquad D=\frac{eT_e}{m\nu_{in}}.
$$

For the uniform source this gives $-Dn_p'=Sx$. With a density that vanishes at the wall,

$$
n_p=\frac{S}{2D}(h^2-x^2).
$$

The travel time from a birthplace $x_0=sh$ is

$$
t=\int_{x_0}^{h}\frac{dx}{u}
=\int_{x_0}^{h}\frac{n_p}{Sx}dx
=\frac{h^2}{2D}\left[\ln\frac1s-\frac{1-s^2}{2}\right].
$$

The mean time is the number of ions in the half slab divided by the wall flux, per unit area:

$$
\tau=\frac{1}{Sh}\,\frac{S}{2D}\,\frac{2h^3}{3}=\frac{h^2}{3D}.
$$

Dividing the two expressions gives

$$
\frac{t}{\tau}=\frac32\left[\ln\frac1s-\frac{1-s^2}{2}\right].
$$

Births are uniform in $s$. With $r=kn\tau$, the unconverted fraction is therefore

$$
1-f=\int_0^1 s^{3r/2}\,e^{3r(1-s^2)/4}\,ds.
$$

At $r=1$, the density that would convert half the ions in the first-order model, numerical integration gives $f=0.43$. Half conversion requires $r=1.44$, or $n=1.4\times10^{21}\ \mathrm{m^{-3}}$. The mean residence time is held fixed in this comparison.

The direction of the change can be seen from the expansion at small $r$,

$$
f\simeq r-\frac{r^2}{2}\frac{\langle t^2\rangle}{\tau^2}.
$$

For exponential times $\langle t^2\rangle/\tau^2=2$. For the uniform source, the averages over $s$ are $\langle\ln^2 s\rangle=2$, $\langle(1-s^2)\ln(1/s)\rangle=8/9$ and $\langle(1-s^2)^2\rangle=8/15$, so

$$
\frac{\langle t^2\rangle}{\tau^2}
=\frac94\left(2-\frac89+\frac{2}{15}\right)=2.8 .
$$

More ions are born close to the wall and leave early, while the rest stay longer to keep the same mean. The long stays do not make up for the short ones, because an ion can be converted from Ar$^+$ only once.

## What discharge has this wall-loss frequency?

The given frequency can be matched to a gap. Take an argon density of $10^{21}\ \mathrm{m^{-3}}$, equal to the half-conversion density of O$_2$, so that the total gas density is $N_g=2\times10^{21}\ \mathrm{m^{-3}}$. Take $T_e=3\ \mathrm{V}$, that is 3 eV, and an ion–neutral momentum-transfer coefficient $k_m=10^{-15}\ \mathrm{m^3/s}$ for both gases. These are rough values. In particular, $T_e$ is chosen here, not found from the balance between ionization and wall loss. For electrons with a Maxwellian energy distribution, that balance would give a lower value, about 2.3 eV. The argon mass is used for the O$_2^+$ ions as well, so that all positive ions share one drift velocity. Then $\nu_{in}=k_mN_g=2\times10^6\ \mathrm{s^{-1}}$. The Bohm speed of argon ions is $u_B=\sqrt{eT_e/m}=2.69\times10^3\ \mathrm{m/s}$, and

$$
D=\frac{u_B^2}{\nu_{in}}=3.6\ \mathrm{m^2/s}.
$$

Now let ionization again follow the plasma density. Continuity becomes $-Dn_p''=\nu_wn_p$, whose symmetric solution is $n_p\propto\cos qx$ with $\nu_w=Dq^2$. Ions leave the plasma at the Bohm speed, so at $x=h=L/2$ the condition $-Dn_p'=u_Bn_p$ gives

$$
Dq\tan\frac{qL}{2}=u_B,
\qquad
L=\frac2q\arctan\frac{u_B}{Dq}.
$$

With $q=\sqrt{\nu_w/D}\simeq117\ \mathrm{m^{-1}}$, the ratio $u_B/(Dq)$ is about 6.3 and its arctangent about 1.41. The gap is $L\simeq24\ \mathrm{mm}$, measured between the sheath edges. It is sensitive to $k_m$. Low-field mobilities of Ar$^+$ correspond to roughly $6\times10^{-16}\ \mathrm{m^3/s}$ in argon and $3.4\times10^{-16}\ \mathrm{m^3/s}$ in oxygen, where there is no resonant charge exchange, and with these values the same formula gives about 33 mm.

The drift law is weakest near the wall. From $u=-Dn_p'/n_p$ one finds $u'=\nu_w+u^2/D$. At $u=u_B$ the second term equals $u_B^2/D=\nu_{in}$, so the neglected inertial term $uu'$ is as large as the drag $\nu_{in}u$. This affects a layer of thickness about $D/u_B\simeq1.3\ \mathrm{mm}$ at each wall. A constant $\nu_{in}$ is a further approximation. In about 40% of the gap the calculated drift is faster than the mean thermal speed of the gas at 400 K, and there the collision frequency can rise. If it grows in proportion to the drift speed at high speed, the calculated gap falls to roughly 18–20 mm. The gap is therefore an estimate, while the half-conversion density at a given $\nu_w$ does not depend on it.

When $Dq\ll u_B$, the tangent is large and $qL\to\pi$, so $\nu_w\to\pi^2D/L^2$. If $y$ is the oxygen fraction of the gas, half conversion then requires

$$
kyN_g=\frac{\pi^2eT_e}{mk_mN_gL^2}
\quad\Longrightarrow\quad
N_gL=\pi\sqrt{\frac{eT_e}{m\,k\,k_m\,y}} .
$$

In this diffusion limit, at fixed mixture and electron temperature, half conversion occurs at a fixed product of gas density and gap. Doubling the gap halves the required total density. For the example the formula gives $N_gL\simeq5.3\times10^{19}\ \mathrm{m^{-2}}$, or $L\simeq27\ \mathrm{mm}$, about 11% above the value with the finite exit speed.

## When the wall frequency was measured without oxygen

Added oxygen slows the ions and lowers $\nu_w$. In the 24 mm gap, removing the oxygen while keeping the argon density and $T_e$ fixed raises the calculated wall frequency from $5\times10^4$ to $8.3\times10^4\ \mathrm{s^{-1}}$. It matters which gas the given frequency belongs to.

Suppose it was measured in pure argon at density $n_{\mathrm{Ar}}=10^{21}\ \mathrm{m^{-3}}$. The model then implies a wider gap, 32.5 mm. When oxygen is added without removing argon, the condition becomes

$$
kn=\nu_w(n_{\mathrm{Ar}}+n).
$$

Here $\nu_w(N_g)$ denotes the wall frequency as a function of the total gas density, not a product. The solution in that gap is $n=0.67\times10^{21}\ \mathrm{m^{-3}}$, at which the wall frequency has fallen to $3.4\times10^4\ \mathrm{s^{-1}}$. At fixed $T_e$, the required density is about 33% lower than the unchanged frequency would suggest. This figure assumes that oxygen slows Ar$^+$ as much as argon does. With the low-field coefficients quoted above, the density is about $0.77\times10^{21}\ \mathrm{m^{-3}}$, a drop of about 23%. In a discharge the added oxygen can also change $T_e$, which shifts this value.

The diffusion limit shows the scaling. There $\nu_w=\nu_0n_{\mathrm{Ar}}/(n_{\mathrm{Ar}}+n)$, where $\nu_0$ is the pure-argon value, and

$$
n^2+n_{\mathrm{Ar}}n-\frac{\nu_0n_{\mathrm{Ar}}}{k}=0,
\qquad
n=\frac{n_{\mathrm{Ar}}}{2}\left[\sqrt{1+\frac{4\nu_0}{kn_{\mathrm{Ar}}}}-1\right].
$$

The positive root is taken because $n$ is a density. For $\nu_0/k=n_{\mathrm{Ar}}$ it equals $0.62\,n_{\mathrm{Ar}}$, close to the result with the finite exit speed. If argon is abundant, $n_{\mathrm{Ar}}\gg\nu_0/k$, the root tends to $\nu_0/k$: a little oxygen hardly changes the flow. If oxygen replaces argon at fixed total density, $\nu_w$ does not change in this model, because both gases have been given the same $k_m$ and $T_e$ is held fixed.

## Other corrections

**Rate coefficient.** Since $n_{1/2}\propto1/k$, a coefficient 30% smaller raises the answer to $1.4\times10^{21}\ \mathrm{m^{-3}}$, and one 30% larger lowers it to $0.77\times10^{21}\ \mathrm{m^{-3}}$. The coefficient can depend on the collision energy, so a value for thermal ions need not hold for ions accelerated towards the wall.

**Negative ions.** Oxygen plasmas contain negative ions, which can neutralize Ar$^+$. With a rough coefficient of $10^{-13}\ \mathrm{m^3/s}$ and a negative-ion density of $10^{16}\ \mathrm{m^{-3}}$, this loss has the frequency $\nu_{mn}=10^3\ \mathrm{s^{-1}}$. The converted fraction becomes $kn/(kn+\nu_w+\nu_{mn})$, and half conversion requires

$$
n=\frac{\nu_w+\nu_{mn}}{k}=1.02\times10^{21}\ \mathrm{m^{-3}}.
$$

For a uniform negative-ion density, the direct correction is 2%. Negative ions also change the field and separate the electron density from the positive-ion density, which can make the residence times non-exponential. That effect is not included in the 2%.

**Dissociation.** The density $n$ counts intact O$_2$ molecules. If a fraction $\delta=0.10$ of them is dissociated, the density before dissociation must be $n_{1/2}/(1-\delta)=1.1\times10^{21}\ \mathrm{m^{-3}}$. Charge transfer to oxygen atoms is left out.

**Back transfer.** The forward reaction releases roughly 3.7 eV when the particles are in their ground states. At 400 K the Boltzmann factor for the reverse reaction is about $10^{-47}$. The ordered flow does not supply the energy either: an ion at the Bohm speed has kinetic energy $eT_e/2$, here 1.5 eV. Ions gain more in the sheath, but by then they have been counted as wall losses.

## Comparison with a real reactor

The example resembles a capacitive etcher: a plasma roughly 2–3 cm wide (the electrode gap is larger by the two sheaths), a total pressure of 11 Pa and an electron temperature of a few electronvolts. A gas that is half oxygen is rich for etch steps in which O$_2$ is a minor additive. With less oxygen at the same $\nu_w$, conversion falls according to $f=kn/(kn+\nu_w)$. One assumption that may fail in such a reactor is that ionization follows the local plasma density. Replacing it by uniform ionization, at the same mean residence time and with a density that vanishes at the wall, moves the half-conversion density up by 44%. A finite exit speed adds a constant to the parabolic density and brings the residence times closer to exponential. With the Bohm speed and the value of $D$ used in the example, the shift is about 28%. The 44% is the size of one model change, not an upper limit on the error. The result is best read as $n_{\mathrm{O_2}}\approx10^{21}\ \mathrm{m^{-3}}$, or about 40 mTorr of O$_2$ at 400 K, with shifts of several tens of percent from the ionization profile, the rate coefficient and the gas in which $\nu_w$ was determined.

## Computed results

```
charge-transfer rate coefficient: 5.0e-17 m^3/s
wall-loss frequency: 5.0e+04 1/s
mean residence time without transfer: 20.0 us
O2 density for half conversion: 1.000e+21 m^-3
same, from integrated rate equations: 1.000e+21 m^-3
converted fraction at 1.0e+20 m^-3: 0.091
converted fraction at 5.0e+20 m^-3: 0.333
converted fraction at 1.0e+21 m^-3: 0.500
converted fraction at 2.0e+21 m^-3: 0.667
converted fraction at 1.0e+22 m^-3: 0.909
gas temperature: 400 K
O2 partial pressure: 5.52 Pa = 41.4 mTorr
O2 partial pressure at 300 K: 4.14 Pa = 31.1 mTorr
fixed residence time, half-density: 6.931e+20 m^-3
uniform source, fraction at nu_w/k: 0.430
uniform source, half-density: 1.444e+21 m^-3
argon density: 1.0e+21 m^-3
total pressure: 11.05 Pa
electron temperature: 3.0 eV
ion momentum-transfer coefficient: 1.0e-15 m^3/s
ion-neutral collision frequency: 2.00e+06 1/s
Bohm speed: 2692 m/s
ambipolar diffusion coefficient: 3.62 m^2/s
gap implied by wall frequency: 24.1 mm
wall frequency in same gap without O2: 8.32e+04 1/s
gap if frequency was for pure argon: 32.5 mm
half-density in that case: 6.708e+20 m^-3
wall frequency in that case with O2: 3.35e+04 1/s
neutralization rate coefficient: 1.0e-13 m^3/s
negative-ion density: 1.0e+16 m^-3
neutralization frequency: 1.0e+03 1/s
half-density with neutralization: 1.020e+21 m^-3
dissociated fraction of O2: 0.10
undissociated-equivalent O2 density: 1.111e+21 m^-3
half-density for k times 0.7: 1.429e+21 m^-3
half-density for k times 1.3: 7.692e+20 m^-3
energy released by transfer: 3.7 eV
log10 of back-transfer Boltzmann factor: -46.6
```
